# Bending of a free silicon disc by a piezoelectric film: a program that tests the result

```python
"""Voltage-induced bending of a free disc by a thin piezoelectric film.

Result under test: |w(R)-w(0)| = 3 |e31f V| R^2 / (M h^2).
e31f: effective film coefficient; V: voltage; R, h: disc radius and thickness;
M: disc biaxial modulus; N: film force per width (positive in tension);
t: film thickness; nu: Poisson ratio; w: upward deflection, film on top.
All calculations use SI units unless a function states scaled units.
"""
import numpy as np
from numpy.polynomial import legendre as leg
from scipy.constants import epsilon_0
from scipy.optimize import minimize_scalar


def stoney_deflection(force, radius, thickness, modulus):
    return 3 * force * radius**2 / (modulus * thickness**2)


def electrode_factor(a_over_R, nu):
    """Deflection with electrode radius a, relative to full coverage."""
    return a_over_R**2 * (1 - (1 + nu) * np.log(a_over_R))


def laminate_factor(eta, modulus_ratio):
    """Integrated force and moment balance; h = M = N = 1."""
    points, weights = leg.leggauss(4)
    matrix = np.zeros((2, 2))
    load = np.zeros(2)
    layers = [(-0.5, 0.5, 1.0, 0.0),
              (0.5, 0.5 + eta, modulus_ratio, 1 / eta)]
    for low, high, modulus, stress in layers:
        z = (high + low) / 2 + (high - low) * points / 2
        dz = (high - low) * weights / 2
        for zi, wi in zip(z, dz):
            test = np.array([1.0, zi])
            strain = np.array([1.0, -zi])
            matrix += wi * modulus * np.outer(test, strain)
            load -= wi * stress * test
    return np.linalg.solve(matrix, load)[1] / 6


def cubic_plate_edge(force, radius, thickness, q11, q12, q66):
    """Minimize plate energy over all monomials of degrees 2 to 4."""
    powers = [(i, n - i) for n in range(2, 5) for i in range(n + 1)]
    points, weights = leg.leggauss(8)
    rho = (points + 1) / 2
    angles = 2 * np.pi * np.arange(24) / 24
    stiffness = np.array([[q11, q12, 0], [q12, q11, 0], [0, 0, q66]])
    matrix = np.zeros((len(powers), len(powers)))
    load = np.zeros(len(powers))
    for r, wr in zip(rho, weights / 2):
        for angle in angles:
            x, y = r * np.cos(angle), r * np.sin(angle)
            curv = np.zeros((3, len(powers)))
            for k, (i, j) in enumerate(powers):
                if i > 1:
                    curv[0, k] = i * (i - 1) * x**(i - 2) * y**j
                if j > 1:
                    curv[1, k] = j * (j - 1) * x**i * y**(j - 2)
                if i > 0 and j > 0:
                    curv[2, k] = 2 * i * j * x**(i - 1) * y**(j - 1)
            curv /= radius**2
            area = wr * r * 2 * np.pi / len(angles)
            matrix += area * thickness**3 / 12 * curv.T @ stiffness @ curv
            load += area * force * thickness / 2 * (curv[0] + curv[1])
    coeff = np.linalg.solve(matrix, load)
    return np.array([sum(c * np.cos(a)**i * np.sin(a)**j
                         for c, (i, j) in zip(coeff, powers))
                     for a in angles])


def elastic_disc(aspect, nu, a_over_R, nr, nz):
    """Axisymmetric 3D elasticity; h = M = N = 1 and R = aspect.

    Film tension pulls inward along its circular boundary on the top face.
    Returns bottom-face deflections from centre to R/2 and to R.
    """
    pr, wr = leg.leggauss(2 * nr + 8)
    pz, wz = leg.leggauss(nz + 2)
    rho = (pr + 1) / 2
    s = 2 * rho**2 - 1
    P = leg.legvander(s, nr - 1)
    dP = leg.legvander(s, nr - 2) @ leg.legder(np.eye(nr))
    Z = leg.legvander(pz, nz - 1)
    dZ = leg.legvander(pz, nz - 2) @ leg.legder(np.eye(nz))

    def product(radial, axial):
        return np.einsum('ai,bj->abij', radial, axial).reshape(
            len(rho) * len(pz), nr * nz)

    r = rho[:, None]
    zero = np.zeros((len(rho) * len(pz), nr * nz))
    err = np.hstack([product((P + 4 * r**2 * dP) / aspect, Z), zero])
    ett = np.hstack([product(P / aspect, Z), zero])
    ezz = np.hstack([zero, product(P, 2 * dZ)])
    grz = np.hstack([product(r * P, 2 * dZ),
                     product(4 * r * dP / aspect, Z)])
    young = 1 - nu
    lam = young * nu / ((1 + nu) * (1 - 2 * nu))
    mu = young / (2 * (1 + nu))
    volume = np.outer(wr / 2 * rho * aspect**2, wz / 2).ravel()[:, None]
    trace = err + ett + ezz
    matrix = lam * trace.T @ (volume * trace)
    for strain in (err, ett, ezz):
        matrix += 2 * mu * strain.T @ (volume * strain)
    matrix += mu * grz.T @ (volume * grz)
    sa = 2 * a_over_R**2 - 1
    radial_load = a_over_R * leg.legvander(np.array([sa]), nr - 1)[0]
    load = np.zeros(2 * nr * nz)
    load[:nr * nz] = -a_over_R * aspect * np.outer(
        radial_load, np.ones(nz)).ravel()
    keep = np.arange(2 * nr * nz) != nr * nz  # remove vertical translation
    coeff = np.zeros(2 * nr * nz)
    coeff[keep] = np.linalg.solve(matrix[np.ix_(keep, keep)], load[keep])
    vertical = coeff[nr * nz:].reshape(nr, nz)
    radial = leg.legvander(np.array([-1.0, -0.5, 1.0]), nr - 1)
    bottom = leg.legvander(np.array([-1.0]), nz - 1)[0]
    values = radial @ vertical @ bottom
    return values[1] - values[0], values[2] - values[0]


# Given disc and drive
e31f, voltage = -1.0, 1.0
R, h, M = 5e-3, 500e-6, 180e9
# Rough film, electrode and silicon values for the size of corrections
t, film_M, film_nu, eps_r = 20e-9, 300e9, 0.30, 30.0
coercive, breakdown = 1e8, 4e8
margin, residual_stress = 0.1e-3, 1e9
metal_t, metal_M = 20e-9, 600e9
film_mismatch, metal_mismatch = 3e-6, 7e-6
c11, c12, c44 = 166e9, 64e9, 80e9

field = voltage / t
stress = -e31f * field
N = stress * t
kappa = 6 * N / (M * h**2)
deflection = stoney_deflection(N, R, h, M)
assert abs(deflection * 1e9 - 1.7) < 0.05

# Film coefficient from inversion of a generic polar tensor
c = np.zeros((6, 6))
c[:3, :3] = [[400, 130, 110], [130, 400, 110], [110, 110, 380]]
c[3, 3], c[4, 4], c[5, 5] = 90, 90, 135
c *= 1e9
e = np.zeros((3, 6))
e[2, :3] = [-0.65, -0.65, 1.2]
e[0, 4] = e[1, 3] = -0.3
compliance = np.linalg.inv(c)
d = e @ compliance
clamped = np.linalg.solve(compliance[:2, :2], -d[2, :2])
reduced = e[2, 0] - e[2, 2] * c[0, 2] / c[2, 2]
assert np.allclose(clamped, -reduced, rtol=1e-10)
assert np.isclose(d[2, 0] / (compliance[0, 0] + compliance[0, 1]),
                  reduced, rtol=1e-10)

# Finite-film correction; the remainder is second order in t/h
ratio_M = film_M / M
for eta in (t / h, 1e-3):
    first_order = 1 + eta - 4 * ratio_M * eta
    assert abs(laminate_factor(eta, ratio_M) - first_order) < 50 * eta**2

# Cubic silicon plate, free to choose saddle and noncircular shapes
q11, q12 = c11 - c12**2 / c11, c12 - c12**2 / c11
silicon_M = c11 + c12 - 2 * c12**2 / c11
edge = cubic_plate_edge(N, R, h, q11, q12, c44)
assert np.allclose(edge, stoney_deflection(N, R, h, silicon_M),
                   rtol=1e-8, atol=0)

# 3D edge corrections are of order N/M and (h/R)^2, hence percent tolerances
nu_100 = q12 / q11
nu_110 = (q11 + q12 - 2 * c44) / (q11 + q12 + 2 * c44)
aspect = R / h
plate_scaled = 3 * aspect**2
coarse = elastic_disc(aspect, nu_100, 1.0, 18, 8)
inner3d, edge3d = elastic_disc(aspect, nu_100, 1.0, 26, 12)
assert abs(edge3d - coarse[1]) / plate_scaled < 0.003
assert abs(inner3d / (plate_scaled / 4) - 1) < 0.02
assert abs(edge3d / plate_scaled - 1) < 0.03
partial3d = elastic_disc(aspect, nu_100, 0.8, 26, 12)[1] / plate_scaled
partial_plate = electrode_factor(0.8, nu_100)
assert abs(partial3d / partial_plate - 1) < 0.03


def film_enthalpy(in_plane, load, nu):
    """Minimum enthalpy; film thickness and Young modulus are one."""
    lam = nu / ((1 + nu) * (1 - 2 * nu))
    mu = 1 / (2 * (1 + nu))

    def energy(normal):
        elastic = (lam / 2 * (2 * in_plane + normal)**2
                   + mu * (2 * in_plane**2 + normal**2))
        return elastic - load / 2 * (1 + in_plane)**2 / (1 + normal)
    return minimize_scalar(energy, bounds=(-0.01, 0.01), method='bounded',
                           options={'xatol': 1e-11}).fun


# Small strains leave relative corrections of order 1e-4 in this test
load, step = 1e-4, 1e-4
numeric_force = (film_enthalpy(step, load, film_nu)
                 - film_enthalpy(-step, load, film_nu)) / (4 * step)
assert np.isclose(numeric_force, -load / (2 * (1 - film_nu)), rtol=2e-3)

electrostatic_N = -epsilon_0 * eps_r * field**2 * t / (2 * (1 - film_nu))
thermal_N = -(film_M * t * film_mismatch
              + metal_M * metal_t * metal_mismatch)
thermal_w = stoney_deflection(thermal_N, R, h, M)
residual_w = stoney_deflection(residual_stress * t, R, h, M)
assert field < coercive < breakdown


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}")


show("Film coefficient e31,f", e31f, "C/m2")
show("Voltage", voltage, "V")
show("Disc radius", R * 1e3, "mm")
show("Disc thickness", h * 1e6, "um")
show("Disc biaxial modulus", M / 1e9, "GPa")
show("Film thickness", t * 1e9, "nm")
show("Field", field / 1e8, "MV/cm")
show("Rough coercive field", coercive / 1e8, "MV/cm")
show("Rough breakdown field", breakdown / 1e8, "MV/cm")
show("Film stress", stress / 1e6, "MPa")
show("Film force per width", N, "N/m")
show("Curvature", kappa, "1/m")
show("Radius of curvature", 1 / kappa / 1e3, "km")
show("Centre-to-edge deflection", deflection * 1e9, "nm")
show("Same deflection", deflection * 1e12, "pm")
show("Deflection/disc thickness", deflection / h, "(ratio)")
show("Rough film biaxial modulus", film_M / 1e9, "GPa")
for thickness in (10e-9, 20e-9, 40e-9):
    value = deflection * laminate_factor(thickness / h, ratio_M)
    show(f"Laminate deflection, {thickness*1e9:.0f} nm film",
         value * 1e9, "nm", 6)
show("Finite-film change, example",
     100 * (laminate_factor(t / h, ratio_M) - 1), "%", 3)
show("Rough silicon c11", c11 / 1e9, "GPa")
show("Rough silicon c12", c12 / 1e9, "GPa")
show("Rough silicon c44", c44 / 1e9, "GPa")
show("Biaxial modulus from these constants", silicon_M / 1e9, "GPa")
show("Cubic-plate edge minimum", edge.min() * 1e9, "nm", 6)
show("Cubic-plate edge maximum", edge.max() * 1e9, "nm", 6)
show("3D/plate deflection at R/2", inner3d / (plate_scaled / 4), "(ratio)")
show("3D/plate deflection at edge", edge3d / plate_scaled, "(ratio)")
show("Partial electrode a/R = 0.8, plate", partial_plate, "(ratio)")
show("Partial electrode a/R = 0.8, 3D", partial3d, "(ratio)")
show("Electrode margin", margin * 1e3, "mm")
for direction, nu in (("100", nu_100), ("110", nu_110)):
    show(f"Silicon in-plane Poisson ratio <{direction}>", nu, "(ratio)", 3)
    change = 100 * (electrode_factor(1 - margin / R, nu) - 1)
    show(f"Margin effect, isotropic plate with that ratio", change, "%", 3)
show("Rough film relative permittivity", eps_r, "(ratio)")
show("Rough film Poisson ratio", film_nu, "(ratio)")
show("Electrostatic force/piezoelectric force",
     100 * electrostatic_N / N, "%", 3)
show("Rough total electrode thickness", metal_t * 1e9, "nm")
show("Rough electrode biaxial modulus", metal_M / 1e9, "GPa")
show("Rough film-silicon expansion mismatch", film_mismatch * 1e6, "ppm/K")
show("Rough electrode-silicon mismatch", metal_mismatch * 1e6, "ppm/K")
show("Thermal deflection per kelvin", thermal_w * 1e9, "nm/K", 3)
show("Warming that matches the 1 V magnitude",
     abs(deflection / thermal_w), "K", 3)
show("Rough residual film stress", residual_stress / 1e9, "GPa")
show("Static residual-stress bow", residual_w * 1e9, "nm", 3)
print("every check passed")
```

Output:

```
Film coefficient e31,f: -1 C/m2
Voltage: 1 V
Disc radius: 5 mm
Disc thickness: 500 um
Disc biaxial modulus: 180 GPa
Film thickness: 20 nm
Field: 0.5 MV/cm
Rough coercive field: 1 MV/cm
Rough breakdown field: 4 MV/cm
Film stress: 50 MPa
Film force per width: 1 N/m
Curvature: 0.0001333 1/m
Radius of curvature: 7.5 km
Centre-to-edge deflection: 1.667 nm
Same deflection: 1667 pm
Deflection/disc thickness: 3.333e-06 (ratio)
Rough film biaxial modulus: 300 GPa
Laminate deflection, 10 nm film: 1.66648 nm
Laminate deflection, 20 nm film: 1.66629 nm
Laminate deflection, 40 nm film: 1.66591 nm
Finite-film change, example: -0.0227 %
Rough silicon c11: 166 GPa
Rough silicon c12: 64 GPa
Rough silicon c44: 80 GPa
Biaxial modulus from these constants: 180.7 GPa
Cubic-plate edge minimum: 1.66066 nm
Cubic-plate edge maximum: 1.66066 nm
3D/plate deflection at R/2: 1 (ratio)
3D/plate deflection at edge: 0.9986 (ratio)
Partial electrode a/R = 0.8, plate: 0.8226 (ratio)
Partial electrode a/R = 0.8, 3D: 0.8234 (ratio)
Electrode margin: 0.1 mm
Silicon in-plane Poisson ratio <100>: 0.278 (ratio)
Margin effect, isotropic plate with that ratio: -1.48 %
Silicon in-plane Poisson ratio <110>: 0.0606 (ratio)
Margin effect, isotropic plate with that ratio: -1.9 %
Rough film relative permittivity: 30 (ratio)
Rough film Poisson ratio: 0.3 (ratio)
Electrostatic force/piezoelectric force: -0.949 %
Rough total electrode thickness: 20 nm
Rough electrode biaxial modulus: 600 GPa
Rough film-silicon expansion mismatch: 3 ppm/K
Rough electrode-silicon mismatch: 7 ppm/K
Thermal deflection per kelvin: -0.17 nm/K
Warming that matches the 1 V magnitude: 9.8 K
Rough residual film stress: 1 GPa
Static residual-stress bow: 33.3 nm
every check passed
```
